# Net velocity of solid-phase epitaxial regrowth from attachment and detachment rates

## What fails if reverse events are left out

A regrowth model that counts only atoms joining the crystal predicts a moving interface even where the amorphous and crystalline phases have equal free energies and no net motion is possible. Away from that point the model is too fast. In the example below, at 800 K, it gives 0.063 nm/s where the net velocity is 0.028 nm/s. When the driving energy is not large compared with $kT$, it also misreads an Arrhenius plot, because the slope contains the growing share of reverse events on heating as well as the activation barrier.

The remedy is

$$v=v_+\left[1-e^{-\Delta G/kT}\right],\qquad v_+=\delta f k_+ .\tag{1}$$

Here $v$ is the interface velocity, positive when the crystal grows into the amorphous phase, $k$ without a subscript is Boltzmann's constant, and $T$ is the interface temperature. The rate $k_+$ is that of attachment at one active site, $f$ is the fraction of interface sites that are active, and $\delta$ is the advance when one full layer has been added. The driving energy

$$\Delta G=G_a-G_c>0$$

is the free energy released by one attachment event, amorphous minus crystal. If one atom attaches per event, it is the driving energy per atom.

## The ratio of the two rates

Consider one active site. Its atom and the neighbours that rearrange with it can occupy an amorphous basin $a$ or a crystalline basin $c$, separated by a barrier. Let $U$ be the energy of a configuration; at fixed pressure it includes the pressure-volume term. The weights of the basins are

$$Z_a=\int_a e^{-U/kT}\,d\Gamma,\qquad Z_c=\int_c e^{-U/kT}\,d\Gamma ,$$

with the same measure $d\Gamma$ in both. Since $G_i=-kT\ln Z_i$, up to a constant common to both basins,

$$\Delta G=-kT\ln Z_a+kT\ln Z_c=kT\ln\frac{Z_c}{Z_a},
\qquad \frac{Z_a}{Z_c}=e^{-\Delta G/kT}.\tag{2}$$

Suppose first that the two basins are in mutual equilibrium. Their occupation probabilities are

$$p_a=\frac{Z_a}{Z_a+Z_c},\qquad p_c=\frac{Z_c}{Z_a+Z_c}.$$

Microscopic reversibility requires the equilibrium flux along a path to equal the flux along the same path reversed. With $k_-$ the detachment rate,

$$p_ak_+=p_ck_-\quad\Longrightarrow\quad
\frac{k_-}{k_+}=\frac{p_a}{p_c}=\frac{Z_a}{Z_c}=e^{-\Delta G/kT}.\tag{3}$$

A moving interface is not in equilibrium, but (3) can still be used if each basin is thermalized internally before the next event. Each rate is then a property of the basin being left and of the barrier, and does not depend on how often the other basin is occupied. The amorphous basin must be understood as a metastable structure. If that structure relaxes during the anneal, $\Delta G$ and possibly $k_+$ change with time.

Write the forward rate in activated form,

$$k_+=\nu e^{-E/kT},$$

where $E$ is the forward activation energy and $\nu$ includes the activation entropy. Equation (3) then gives

$$k_-=\nu e^{-E/kT}e^{-\Delta G/kT}=\nu e^{-(E+\Delta G)/kT}.\tag{4}$$

The reverse event must climb the forward barrier and also the free energy that attachment released.

The word "free" matters. Let $h$ and $s$ be the enthalpy and entropy of the amorphous state minus those of the crystal, per event, so that $\Delta G=h-Ts$. Then

$$k_-=\nu e^{-(E+h-Ts)/kT}=\left(\nu e^{s/k}\right)e^{-(E+h)/kT}.$$

The reverse process has activation energy $E+h$ and a prefactor larger by $e^{s/k}$ when $s>0$. For $h>0$, adding $h$ to the barrier while keeping the prefactor $\nu$ would make $k_-$ smaller than $k_+$ at every finite temperature, and the model would have no coexistence point.

A numerical test uses diffusion between two wells, of depth $9kT$ and width 2 on the amorphous side, and depth $10kT$ and width 1 on the crystalline side. The mean passage times give $k_-/k_+=0.7784$, and the configuration integrals give 0.7785. The depths alone would give $e^{-1}=0.3679$. The amorphous well has more entropy, which lowers the driving energy from $kT$ to $-kT\ln 0.7785=0.25\,kT$. Its doubled width accounts for $kT\ln 2=0.69\,kT$ of this drop. The remaining $0.06\,kT$ arises because the shallower well is also softer.

## From site rates to velocity

Let the interface have $N$ sites, of which $fN$ can accept an atom and, on average, the same number can release one. In a short time $dt$ the expected net number of attachments is

$$dn=fNk_+\,dt-fNk_-\,dt .$$

A full layer needs $N$ net attachments and moves the interface by $\delta$. The mean advance is therefore $\delta\,dn/N$, and

$$v=\frac{\delta}{N}\frac{dn}{dt}
=\delta f(k_+-k_-)
=\delta fk_+\left(1-\frac{k_-}{k_+}\right).$$

Inserting (3) gives (1).

The common fraction $f$ is an assumption about the interface. If the fractions are $f_+$ for attachment and $f_-$ for detachment, the same count gives

$$v=\delta f_+k_+\left[1-\frac{f_-}{f_+}e^{-\Delta G/kT}\right],$$

which reduces to (1) when $f_+=f_-$. At $\Delta G=0$ the two fractions must be equal, because no net motion is possible there.

A fluctuating interface on which the two fractions are equal can be built from up and down slopes around a closed contour. An atom can attach at a local minimum, turning it into a maximum, and detach at a local maximum, turning it into a minimum. Minima and maxima alternate around the contour, so every configuration has equal numbers of them, $n_{\min}=n_{\max}$.

Let all configurations have the same interface energy, and let the forward barrier and prefactor be the same at every active site. Then every attachment has rate $k_+$ and every detachment has rate $k_-$. The total rate of leaving a configuration is $n_{\min}k_++n_{\max}k_-$. To find the rate of entering it from equally probable configurations, undo the last event. An attachment must have produced one of the present maxima, and a detachment one of the present minima, so the entering rate is $n_{\max}k_++n_{\min}k_-$. The two rates agree because $n_{\min}=n_{\max}$. Equal probability is thus stationary for any $\Delta G$, and the mean density of active sites does not depend on the drive.

For eight sites with four up slopes, the probability that a given site is a minimum, with a down slope before it and an up slope after it, is

$$f=\frac48\times\frac47=\frac27=0.2857 .$$

With $k_+=1$ and $\Delta G/kT=0.5$, equation (1) predicts $0.2857\times(1-e^{-0.5})=0.1124$ layers per unit time. The stationary state computed from all transitions gives the same value, and there is equal agreement at $\Delta G/kT=3$. If corners carry an energy, individual events release different free energies, and configurations are not equally probable even at coexistence. If the barrier depends on the neighbouring sites, the rates differ from site to site even when the free energies do not. Equal probability then holds at coexistence but is not guaranteed away from it. The result also relies on the absence of flat terraces. If the slopes may be $-1$, $0$ or $+1$, with equal energies and equal rates, eight sites at $\Delta G/kT=0.5$ have $f_+=0.476$ and $f_-=0.487$, and the velocity is 0.181 where (1) with the coexistence value of $f$ gives 0.190. In all these cases equation (1) with a single $k_+$ and a constant $f$ becomes an approximation.

## What "proportional" means

Equation (1) says that $v$ is proportional to $1-e^{-\Delta G/kT}$ when $T$ and $v_+$ are held fixed. It does not say that $v_+$ is independent of $\Delta G$. A change of stress or composition may alter both the driving energy and the forward barrier.

Suppose that a fraction $\alpha$ of the driving energy lowers the forward barrier, and let $k_0$ be the common rate at $\Delta G=0$. With $x=\Delta G/kT$, the rates that satisfy (3) are

$$k_+=k_0e^{\alpha x},\qquad k_-=k_0e^{\alpha x}e^{-x}=k_0e^{-(1-\alpha)x}.$$

Hence

$$v=\delta fk_0\left[e^{\alpha x}-e^{-(1-\alpha)x}\right]
=\delta fk_0e^{\alpha x}\left(1-e^{-x}\right).$$

For $\alpha=1/2$ this is $2\delta fk_0\sinh(x/2)$, which does not saturate at large $x$. It is still equation (1), with the actual forward rate in $v_+$. An implementation must choose one description: if the supplied barrier was determined at the working driving energy, lowering it again counts the same effect twice.

This can be examined on a tilted periodic free-energy profile,

$$W(q)=\frac B2\left(1-\cos2\pi q\right)-\Delta G\,q,\qquad B=6kT,$$

where $q$ is the interface position in layers. Let diffusion start at $q=0$ and stop on reaching $q=1$ or $q=-1$, with probabilities $P_+$ and $P_-$ and mean time $\tau$. The probability $u(q)$ of reaching $+1$ first satisfies

$$\frac{d}{dq}\left(e^{-W/kT}\frac{du}{dq}\right)=0,\qquad u(-1)=0,\quad u(1)=1.$$

Thus $du/dq$ is proportional to $e^{W/kT}$, and

$$P_+=u(0)=\frac{\int_{-1}^{0}e^{W/kT}dq}{\int_{-1}^{1}e^{W/kT}dq},
\qquad
P_-=1-P_+=\frac{\int_{0}^{1}e^{W/kT}dq}{\int_{-1}^{1}e^{W/kT}dq}.$$

Because $W(q+1)=W(q)-\Delta G$, the integral from 0 to 1 is $e^{-\Delta G/kT}$ times that from $-1$ to 0. Therefore $P_-/P_+=e^{-\Delta G/kT}$. With $k_\pm=P_\pm/\tau$, the mean drift in layers per unit time is

$$\frac{P_+-P_-}{\tau}=k_+\left(1-e^{-\Delta G/kT}\right).$$

The tests find this drift from a separate steady-state calculation. Between $\Delta G/kT=0.5$ and 3, the forward rate, computed with 100 grid points per period, rises from 0.0538 to 0.1707 in units of the diffusion constant divided by the period squared, a factor of 3.17. The continuum values are about 0.1% lower, 0.05375 and 0.1705, with the same ratio. The bracket in (1) rises by a factor of 2.41, and the drift by the product of the two factors, 7.66. Equation (1) holds throughout, but the drift is not proportional to the bracket alone.

## Weak and strong driving

For small $x$,

$$1-e^{-x}=x-\frac{x^2}{2}+\cdots
\quad\Longrightarrow\quad
v=v_+\frac{\Delta G}{kT}\left[1-\frac{\Delta G}{2kT}+\cdots\right].$$

Near coexistence the velocity is linear in the driving energy because forward and reverse events almost cancel. Relative to the full result, the linear law is too large by about $x/2$. At 800 K and $\Delta G=0.005$ eV the output gives $x=0.0725$ and a factor of 0.0700, an excess of 3.7%. At 0.04 eV the values are 0.580 and 0.440, and the excess is 32%.

For large $x$ the exponential vanishes and $v\to v_+$. Neglecting reverse events overestimates the velocity, relative to the net value, by

$$\frac{v_+-v}{v}=\frac{e^{-x}}{1-e^{-x}}=\frac1{e^x-1}.$$

At $\Delta G=0.20$ eV and 800 K the factor is 0.945, so the overestimate is 5.8%. More driving energy can then add little to the velocity unless it also changes $v_+$.

In code, evaluate the bracket as `-expm1(-x)`. Direct subtraction of two nearly equal numbers loses relative accuracy at small $x$.

## Temperature dependence

Let $h$, $s$, $E$, $\nu$, $f$ and $\delta$ be constant over the temperature range, and define $\beta=1/kT$. Then

$$x=\beta(h-Ts)=\beta h-\frac sk,\qquad \frac{dx}{d\beta}=h,$$

$$\ln v=\ln(\delta f\nu)-\beta E+\ln(1-e^{-x}).$$

The apparent activation energy is minus the slope of $\ln v$ against $\beta$:

$$E_{\rm app}=-\frac{d\ln v}{d\beta}
=E-\frac{e^{-x}}{1-e^{-x}}\frac{dx}{d\beta}
=E-\frac{h}{e^x-1}.\tag{5}$$

The correction contains $h$ because the entropy term in $x$ does not depend on $\beta$. For $h>0$ and $\Delta G>0$, the apparent energy lies below $E$: heating speeds the forward events but also makes reverse events relatively more important.

Coexistence, $\Delta G=0$, occurs at $T_0=h/s$. As $T$ approaches $T_0$ from below, $x\to0$ and (5) becomes negative, so the velocity passes through a maximum before falling to zero. The maximum satisfies

$$E=\frac{h}{e^x-1}\quad\Longrightarrow\quad x=\ln\left(1+\frac hE\right).$$

## Worked example at 800 K

The parameters are round values for a model solid and describe no named material: $\nu=10^{13}$ s$^{-1}$, $E=2.0$ eV, $f=0.1$, $\delta=0.25$ nm, $h=0.12$ eV and $s=10^{-4}$ eV/K. One atom attaches per event. Extra digits are kept for checking the arithmetic.

The driving energy and its ratio to $kT$ are

$$\Delta G=0.12-800\times10^{-4}=0.040\ \text{eV},\qquad
x=\frac{0.040}{0.06894}=0.580.$$

The two rates are

$$k_+=10^{13}e^{-2.0/0.06894}=2.515\ \text{s}^{-1},\qquad
k_-=2.515\,e^{-0.580}=1.408\ \text{s}^{-1}.$$

There are thus about 56 detachments for every 100 attachments. The velocity is

$$v=0.25\times0.1\times(2.515-1.408)=0.0277\ \text{nm/s},$$

or 1.66 nm/min. Equivalently, $v_+=0.0629$ nm/s multiplied by the factor 0.440 gives the same result. A layer 100 nm thick regrows in $100/0.02768\approx3.6\times10^3$ s at constant velocity.

These results are sensitive to the inputs. Raising $E$ by 0.01 eV multiplies both rates by $e^{-0.145}=0.865$ and lowers the velocity by 13.5%. Raising $\Delta G$ by 0.01 eV at fixed $E$ changes the factor from 0.440 to 0.516 and raises the velocity by 17%. Two figures are therefore ample for a velocity based on such parameters.

Equation (5) gives

$$E_{\rm app}=2.0-\frac{0.12}{e^{0.580}-1}=2.0-0.153=1.847\ \text{eV},$$

in agreement with numerical differentiation.

The temperature table shows the competition more widely. From 700 to 1100 K the driving factor falls from 0.563 to 0.100, while $v_+$ rises from 0.0010 to 172 nm/s. The net velocity still rises, from 0.00056 to 17 nm/s. A straight line through the two points at 1000 and 1100 K in an Arrhenius plot has the slope

$$\frac{\ln(17.188/4.3114)}{1/(k\,1000\,\text{K})-1/(k\,1100\,\text{K})}=1.31\ \text{eV},$$

although the forward barrier is 2.0 eV throughout.

In this model $T_0=0.12/10^{-4}=1200$ K. The maximum has $x=\ln(1.06)=0.0583$. Since $x=(h/k)(1/T-1/T_0)$, it lies at

$$T=\left(\frac1{T_0}+\frac{kx}{h}\right)^{-1}\approx1143\ \text{K},$$

above the last table entry. This is a property of the constant-parameter model, not a prediction for a particular solid. The size of all these effects depends on the chosen entropy, $s=1.16\,k$ per atom, which is large for an amorphous solid. With the same $h$ and $s=0.2\,k$, the order estimated for amorphous silicon, the driving factor at 800 K is 0.79, $E-E_{\rm app}$ is 0.03 eV there and 0.06 eV between 1000 and 1100 K, and $T_0$ would be near 7000 K, so no coexistence point or velocity maximum of this kind is reached in the solid.

## Conditions for use

**Event size.** If $n$ atoms cross together, let $\Delta g$ be the driving energy per atom. One event releases $n\Delta g$ and fills $n$ sites, so

$$v=n\delta fk_+\left(1-e^{-n\Delta g/kT}\right),$$

where $f$ is now the fraction of sites at which such an event can start, assumed equal for forward and reverse events. Away from coexistence that equality is not guaranteed for group events. If the fractions differ, use the earlier form with $f_+$ and $f_-$, replacing $\delta$ by $n\delta$ and $\Delta G$ by $n\Delta g$. Using $\Delta g$ alone in the exponent would overstate the reverse rate.

**Changing temperature.** During a ramp, the regrown thickness is $\int v(T(t))\,dt$, provided that both local thermalization and the arrangement of steps on the interface, which sets $f$, keep pace with the temperature. Use the interface temperature. If released heat warms the interface, that temperature must be measured or found from a heat-flow calculation.

**Other processes.** Continuing irradiation can cause transitions that are not thermally activated, and these need not obey (3). Slow impurity transport can control the velocity even when attachment is fast. Both require additional rate equations; an effective $\Delta G$ fitted to such data need not equal the thermodynamic driving energy.

## Numbers as computed

```
TWO WELLS: detachment/attachment rate ratio (dimensionless)
  from passage times        0.7784
  from free energies        0.7785
  from well depths only     0.3679
TILTED PROFILE: rates in diffusion constant / period squared
  DeltaG/kT   forward rate   steady drift   predicted drift
     0.5       0.053818       0.021176       0.021176
     1.5       0.086814       0.067443       0.067443
     3.0       0.170674       0.162177       0.162177
MANY-SITE INTERFACE: 8 sites, forward rate set to 1
  active fraction           0.285714
  DeltaG/kT   layers per time   predicted
     0.5       0.112420       0.112420
     3.0       0.271489       0.271489
WORKED EXAMPLE: inputs
  temperature               800 K
  attempt rate              1.0e+13 1/s
  forward barrier           2.00 eV
  active fraction           0.10
  layer advance             0.25 nm
  enthalpy released h       0.12 eV
  entropy term s            1.0e-04 eV/K
  film thickness            100 nm
WORKED EXAMPLE: results
  kT                        0.068939 eV
  DeltaG                    0.0400 eV
  DeltaG/kT                 0.58023
  attachment rate           2.51510 1/s
  detachment rate           1.40788 1/s
  forward velocity          0.062877 nm/s
  driving factor            0.44023
  net velocity              0.027680 nm/s
  net velocity              1.6608 nm/min
  regrowth time             3612.7 s
  apparent energy, numeric  1.84741 eV
  apparent energy, formula  1.84741 eV
FIXED T AND PREFACTOR: DeltaG (eV), DeltaG/kT, factor, v (nm/s)
  0.005  0.07253  0.06996  0.004399
  0.010  0.14506  0.13503  0.008490
  0.040  0.58023  0.44023  0.027680
  0.100  1.45056  0.76556  0.048137
  0.200  2.90113  0.94504  0.059422
VARIED T: T (K), DeltaG (eV), v_plus (nm/s), factor, v (nm/s)
  700  0.050  0.00099672  0.56347  0.00056162
  800  0.040  0.062877  0.44023  0.02768
  900  0.030  1.5792  0.32078  0.50658
  1000  0.020  20.815  0.20713  4.3114
  1100  0.010  171.67  0.10012  17.188
```
